# Critical gas pressure for growth of a penny crack, part 1

(Sections cited here and not found follow in the second part.)

## The pressurized crack and its elastic energy

A penny crack is a flat circular cut of radius \(a\) in a solid. It occupies the disc \(r<a\) of the plane \(z=0\), where \(r\) is the distance from the axis of the disc. The solid is infinite, isotropic, linear-elastic and brittle, with Young's modulus \(E\), Poisson ratio \(\nu\) and shear modulus \(\mu=E/[2(1+\nu)]\). Tensile stress is counted positive. Gas inside the crack pushes its two faces apart with the uniform pressure \(p\). The energy needed to create unit area of one face is \(\gamma\). Since a crack has two faces, its surface energy is \(2\pi a^2\gamma\). With these conventions, growth of the crack becomes energetically possible at

\[
p_c=\sqrt{\frac{\pi E\gamma}{2(1-\nu^2)a}} .
\]

If \(\gamma\) denoted the cost of both faces together, \(\gamma\) would be replaced by \(\gamma/2\), and the pressure would be smaller by a factor \(\sqrt2\).

The pressure \(p\) is an excess pressure. Suppose that the solid far away carries a normal compression \(p_{\rm ext}\) across the crack plane and that the gas has pressure \(p_g\). The uniform stress \(\sigma_{zz}=-p_{\rm ext}\) can be subtracted because the elastic equations are linear. What remains is a solid that is free of stress at infinity, with the pressure \(p=p_g-p_{\rm ext}\) on the crack faces. A remote stress parallel to the crack plane puts no traction on that plane and drops out as well. Remote shear across the plane is assumed absent.

The threshold follows from an energy balance, and that balance needs the volume of the opened crack as a function of \(p\) and \(a\). The elastic problem therefore comes first. The plane \(z=0\) is a mirror plane, so it is enough to treat the half-space \(z>0\). Mirror symmetry makes the shear stress \(\sigma_{rz}\) vanish on the whole plane, and makes the normal displacement \(u_z\) vanish outside the crack, where the material is continuous. The boundary conditions at \(z=0\) are

\[
\sigma_{rz}=0\ \text{(all } r),\qquad \sigma_{zz}=-p\ \ (r<a),\qquad u_z=0\ \ (r>a).
\]

In an isotropic solid Hooke's law reads

\[
\sigma_{ij}=2\mu\left[\varepsilon_{ij}+\frac{\nu}{1-2\nu}\,\delta_{ij}\,\nabla\!\cdot\mathbf u\right],\qquad
\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).
\]

Equilibrium without body forces requires \(\partial_j\sigma_{ij}=0\). The strain term contributes \(\mu(\nabla^2\mathbf u+\nabla\nabla\!\cdot\mathbf u)\), and the second term contributes \(2\mu\nu/(1-2\nu)\) times \(\nabla\nabla\!\cdot\mathbf u\). Since \(1+2\nu/(1-2\nu)=1/(1-2\nu)\), the condition is

\[
\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0 .
\]

A displacement suited to a shear-free surface can be built from one harmonic function \(\phi\), that is, one with \(\nabla^2\phi=0\). Subscripts on \(\phi\) denote derivatives:

\[
\mathbf u=(1-2\nu)\nabla\phi+z\nabla\phi_z-(3-4\nu)\phi_z\,\mathbf e_z .
\]

Its components are

\[
u_r=(1-2\nu)\phi_r+z\phi_{rz},\qquad u_z=-2(1-\nu)\phi_z+z\phi_{zz}.
\]

To verify equilibrium, take the divergence term by term. The first term gives zero because \(\phi\) is harmonic. The second gives \(\phi_{zz}\), from the derivative of the factor \(z\). The third gives \(-(3-4\nu)\phi_{zz}\). Hence

\[
\nabla\!\cdot\mathbf u=-2(1-2\nu)\phi_{zz}.
\]

In the Laplacian only the factor \(z\) spoils harmonicity, and \(\nabla^2(z\nabla\phi_z)=2\nabla\phi_{zz}\). The equilibrium condition becomes \(2\nabla\phi_{zz}-2\nabla\phi_{zz}=0\), which is satisfied.

The stresses needed on the plane follow from Hooke's law. For the shear,

\[
\sigma_{rz}=\mu(\partial_zu_r+\partial_ru_z)
=\mu\big[(1-2\nu)+1-2(1-\nu)\big]\phi_{rz}+2\mu z\phi_{rzz}=2\mu z\phi_{rzz},
\]

which vanishes at \(z=0\) as required. For the normal stress, \(\partial_zu_z=(-1+2\nu)\phi_{zz}+z\phi_{zzz}\), and the divergence term adds \(-2\nu\phi_{zz}\). Therefore

\[
\sigma_{zz}=2\mu(-\phi_{zz}+z\phi_{zzz}).
\]

It is convenient to write \(\psi=-\phi_z\), which is also harmonic and decays away from the crack. At the surface,

\[
u_z=2(1-\nu)\psi,\qquad \sigma_{zz}=2\mu\psi_z .
\]

A single surface wave, with \(\psi\) proportional to \(e^{-kz}\cos kx\), has \(-\sigma_{zz}=2\mu k\psi\). The pressure divided by the displacement is then \(\mu k/(1-\nu)=Mk\), with

\[
M=\frac{\mu}{1-\nu}=\frac{E}{2(1-\nu^2)} .
\]

The constant \(M\) measures how strongly the surface resists opening. The factor \(1-\nu^2\) in the final result comes from it. Short waves are stiffer than long ones, which is why a small crack opens less than a large one at the same pressure.

The remaining task is to find \(\psi\) with \(\psi_z=-p/(2\mu)\) inside the disc and \(\psi=0\) outside. Axisymmetric harmonic functions that decay with \(z\) can be assembled from \(e^{-kz}J_0(kr)\), where \(J_0\) is the Bessel function

\[
J_0(kr)=\frac1\pi\int_0^\pi e^{ikr\cos\theta}\,d\theta .
\]

One integral of this function does all the work. For real \(s>0\), integration over \(k\) gives

\[
\int_0^\infty e^{-ks}J_0(kr)\,dk=\frac1\pi\int_0^\pi\frac{d\theta}{s-ir\cos\theta}
=\frac1\pi\int_0^\pi\frac{s\,d\theta}{s^2+r^2\cos^2\theta},
\]

because the imaginary part is odd about \(\theta=\pi/2\). The two halves of the range are equal, and with \(q=\tan\theta\) the integral becomes

\[
\frac2\pi\int_0^\infty\frac{s\,dq}{s^2q^2+s^2+r^2}=\frac{1}{\sqrt{r^2+s^2}} .
\]

Both sides are analytic for \(\mathrm{Re}\,s>0\), where \(r^2+s^2\) never reaches the negative real axis, so the principal square root applies throughout. Let \(s\) approach \(-it\) from the right, with \(t>0\). For \(t<r\) the result is \(1/\sqrt{r^2-t^2}\). For \(t>r\) the argument of the root lies just below the negative axis, the root is \(-i\sqrt{t^2-r^2}\), and the result is \(i/\sqrt{t^2-r^2}\). Real and imaginary parts give

\[
\int_0^\infty\cos(kt)J_0(kr)\,dk=\begin{cases}(r^2-t^2)^{-1/2}&t<r\\0&t>r\end{cases}
\]

\[
\int_0^\infty\sin(kt)J_0(kr)\,dk=\begin{cases}0&t<r\\(t^2-r^2)^{-1/2}&t>r.\end{cases}
\]

The second of these vanishes for \(r>t\). A superposition of such functions with \(t\) up to \(a\) therefore vanishes outside the crack without further effort. Take

\[
\psi(r,z)=\int_0^a g(t)\int_0^\infty \sin(kt)J_0(kr)e^{-kz}\,dk\,dt,\qquad g(0)=0 .
\]

The function \(g\) must be chosen to produce the uniform pressure inside. Differentiation with respect to \(z\) brings down \(-k\), and \(k\sin kt=-\partial_t\cos kt\). Integration by parts over \(t\), followed by \(z\to0\), gives

\[
-\psi_z=-g(a)\,C(a,r)+\int_0^a g'(t)\,C(t,r)\,dt ,
\]

where \(C(t,r)\) is the cosine integral above. The boundary term at \(t=0\) is absent because \(g(0)=0\). For \(r<a\) the first term vanishes and the second is limited to \(t<r\), so the boundary condition reads

\[
\int_0^r\frac{g'(t)\,dt}{\sqrt{r^2-t^2}}=\frac{p}{2\mu}.
\]

The integral of \(1/\sqrt{r^2-t^2}\) from 0 to \(r\) is \(\pi/2\), whatever \(r\) is. A constant \(g'=p/(\pi\mu)\) therefore satisfies the condition, and \(g(t)=pt/(\pi\mu)\). Inside the disc,

\[
\psi=\frac{p}{\pi\mu}\int_r^a\frac{t\,dt}{\sqrt{t^2-r^2}}=\frac{p}{\pi\mu}\sqrt{a^2-r^2}.
\]

Multiplication by \(2(1-\nu)\) and use of \(1/\mu=2(1+\nu)/E\) give the displacement of the upper face:

\[
u_z=\frac{4(1-\nu^2)p}{\pi E}\sqrt{a^2-r^2}.
\]

This is the solution of finite elastic energy. The difference of two such solutions would have no loads working on it, hence no strain energy, and could be no more than a rigid motion, which the conditions at infinity exclude. The gap between the faces is \(w=2u_z\), and its profile is half of a very flat ellipse on each side.

For \(r>a\) both terms of \(-\psi_z\) survive. With \(\int_0^a dt/\sqrt{r^2-t^2}=\arcsin(a/r)\) and \(\sigma_{zz}=2\mu\psi_z\), the stress in the crack plane is

\[
\sigma_{zz}=\frac{2p}{\pi}\left[\frac{a}{\sqrt{r^2-a^2}}-\arcsin\frac ar\right].
\]

It is tensile. The unbroken material around the crack must hold back the force \(\pi a^2p\) with which the gas pushes on one face. An antiderivative of \(r\) times the bracket is \(\tfrac a2\sqrt{r^2-a^2}-\tfrac{r^2}2\arcsin(a/r)\), which is zero at infinity and \(-\pi a^2/4\) at \(r=a\). The total force is thus \(2\pi(2p/\pi)(\pi a^2/4)=\pi a^2p\), as balance demands.

At a small distance \(x=r-a\) ahead of the edge, \(r^2-a^2\approx2ax\), and the stress grows as \((2p/\pi)\sqrt{a/(2x)}\). Its strength is expressed by the stress intensity factor

\[
K=\lim_{x\to0}\sqrt{2\pi x}\,\sigma_{zz}=2p\sqrt{\frac a\pi}.
\]

Far away, with \(\eta=a/r\), the bracket is \((\eta+\eta^3/2)-(\eta+\eta^3/6)=\eta^3/3\) to leading order, so the stress falls to \((2p/3\pi)(a/r)^3\). A crack disturbs its surroundings over a distance of the order of its own radius.

These formulas were compared with a numerical solution that assumes no shape for the opening. The disc was divided into 150 and then 450 rings, each with its own constant opening, and the openings were found from the requirement that the pressure equal \(p\) at every ring centre. After the two results had been combined to remove the first-order grid error, the opening agreed with the square-root law to a relative \(1.1\times10^{-5}\) for \(r<0.9a\). The stress at \(r=1.2a\), \(1.5a\) and \(2a\) agreed to \(8.5\times10^{-6}\).

The crack volume is the integral of the gap. Since \(\int_0^a r\sqrt{a^2-r^2}\,dr=a^3/3\),

\[
V=\int_0^a w\,2\pi r\,dr=\frac{8(1-\nu^2)p}{\pi E}\cdot\frac{2\pi a^3}{3}=c\,a^3p,\qquad c=\frac{16(1-\nu^2)}{3E}.
\]

The numerical volume differs from this by a relative \(4\times10^{-7}\). If the pressure is raised slowly from zero at fixed \(a\), the volume grows in proportion to it, and the work stored in the solid is

\[
U=\int_0^V\frac{V'}{ca^3}\,dV'=\frac{V^2}{2ca^3}=\tfrac12pV .
\]

At fixed volume, a wider crack stores less elastic energy. That decrease pays for the new faces.

## The threshold, its stability and a silicon example

The first half considered a crack of radius \(a\) with excess gas pressure \(p\) in a solid with Young's modulus \(E\) and Poisson ratio \(\nu\). Each created face costs \(\gamma\) per unit area. The results needed here are the volume \(V=ca^3p\) with \(c=16(1-\nu^2)/(3E)\), the elastic energy \(V^2/(2ca^3)\), the gap \(w=[8(1-\nu^2)p/(\pi E)]\sqrt{a^2-r^2}\), the stress intensity factor \(K=2p\sqrt{a/\pi}\), and the surface stiffness \(M=E/[2(1-\nu^2)]\).

Let the crack hold a fixed number \(N\) of gas molecules at a fixed temperature \(T\). The gas exchanges no molecules with the solid during the step considered, and inertia is ignored. Take first a solid without remote load. The quantity that decreases in a spontaneous change is the total free energy

\[
F(a,V)=\frac{V^2}{2ca^3}+2\pi\gamma a^2+F_{\rm gas}(V),\qquad \frac{dF_{\rm gas}}{dV}=-p_g .
\]

At given \(a\), the volume adjusts until

\[
\frac{\partial F}{\partial V}=\frac{V}{ca^3}-p_g=0 ,
\]

which is the elastic relation \(V=ca^3p\) with \(p=p_g\). A remote compression adds the term \(p_{\rm ext}V\) to \(F\), and the same condition then gives \(p=p_g-p_{\rm ext}\).

Now let the radius change, with \(V\) following its equilibrium value. In \(dF/da=\partial F/\partial a+(\partial F/\partial V)(dV/da)\) the second term vanishes by mechanical balance. The gas energy does not depend on \(a\) at fixed \(V\), so it contributes nothing to the first term. What is left is

\[
\frac{dF}{da}=-\frac{3V^2}{2ca^4}+4\pi\gamma a=-\tfrac32\,c\,a^2p^2+4\pi\gamma a
=-\frac{8(1-\nu^2)a^2p^2}{E}+4\pi\gamma a .
\]

The crack can lower the free energy by growing when this derivative is negative. The boundary is at

\[
p^2=\frac{4\pi\gamma a\,E}{8(1-\nu^2)a^2}=\frac{\pi E\gamma}{2(1-\nu^2)a},
\]

and its positive root is the stated critical pressure. The equation of state of the gas has dropped out. It fixes how many molecules are needed to reach \(p_c\), and what happens after growth has begun, but not the value of \(p_c\).

The same condition can be written per unit of new crack area. Growth by \(da\) adds the area \(2\pi a\,da\), so the energy released per area is

\[
G=\frac{8(1-\nu^2)a^2p^2}{E}\cdot\frac1{2\pi a}=\frac{4(1-\nu^2)p^2a}{\pi E}=\frac{(1-\nu^2)K^2}{E},
\]

where the last form uses \(K^2=4p^2a/\pi\). The threshold is \(G=2\gamma\), with the factor 2 for two faces. In a solid that deforms plastically at the crack edge, the work of fracture exceeds \(2\gamma\), and the pressure given by the surface energy alone is too low.

The elastic solution and the energy balance have given the critical pressure \(p_c\), which does not depend on the equation of state of the gas. What remains is to check the released energy against the forces at the crack edge, to find whether a growing crack stops, and to apply the result to hydrogen-implanted silicon and examine the neglected effects.
